\section*{Local kinetic energy of fermions in a box: uniform versus exact density}

\section{The problem}

Place $N$ spinless fermions of mass $m$, which do not interact with one another, in a one-dimensional box $0<x<L$ with impenetrable walls. The system is in its ground state. The orbitals and their energies are
\begin{equation}
\phi_k(x)=\sqrt{\frac{2}{L}}\,\sin\frac{k\pi x}{L},\qquad
\varepsilon_k=k^2 e_1,\qquad
e_1=\frac{\pi^2\hbar^2}{2mL^2},\qquad k=1,2,3,\dots
\label{levels}
\end{equation}
Without spin, each orbital holds one particle, so the levels $k=1,\dots,N$ are filled. The potential vanishes inside the box, and the total energy is therefore the kinetic energy $T$. All energies below are given in units of the lowest level $e_1$.

The local, or Thomas--Fermi, approximation treats each short piece of the system as part of a uniform gas with the density found there. It needs the kinetic energy per length of such a gas.

\begin{enumerate}
\item Find the local functional $T_{\rm loc}[n]$ for spinless fermions in one dimension.
\item Find the exact energy $T$.
\item Evaluate the functional on the uniform density $N/L$, calling the result $T_u$, and on the exact density, calling the result $T_d$.
\item Compare the three energies for large $N$. How much of the error of $T_u$ is removed by using the exact density?
\end{enumerate}

\subsection*{The local functional}

The first question is settled here, because the estimate and the exact solution both need its answer. A gas without walls is obtained by closing the length $L$ into a ring. The orbitals are then $e^{2\pi i jx/L}/\sqrt L$ with $j=0,\pm1,\pm2,\dots$, their density is uniform, and their energies are
\begin{equation}
\frac{\hbar^2}{2m}\left(\frac{2\pi j}{L}\right)^2=4j^2e_1 .
\end{equation}
Take $N=2J+1$ odd, so that the levels $-J,\dots,J$ are filled. We need the sum of the first squares, which will be used again for the box. Summing the identity $(k+1)^3-k^3=3k^2+3k+1$ from $k=1$ to $K$ makes the left side collapse to $(K+1)^3-1$. With $S=\sum_{k=1}^K k^2$ this gives
\begin{align}
3S&=(K+1)^3-1-\tfrac32K(K+1)-K \nonumber\\
&=(K+1)\left[(K+1)^2-1-\tfrac32K\right]
=(K+1)\left[K^2+\tfrac12K\right],\nonumber\\
S&=\frac{K(K+1)(2K+1)}{6}.
\label{squares}
\end{align}
On the ring, positive and negative $j$ contribute equally, so
\begin{equation}
T_{\rm ring}=8e_1\,\frac{J(J+1)(2J+1)}{6}
=\frac{4e_1}{3}\,\frac{N^2-1}{4}\,N
=\frac{e_1}{3}\,(N^3-N),
\label{ring}
\end{equation}
where $J(J+1)=(N-1)(N+1)/4$ was used. For large $N$ at fixed density $n=N/L$, the second term is smaller than the first by a factor $1/N^2$ and drops out. The energy per length becomes
\begin{equation}
\frac{e_1N^3}{3L}=\frac{\pi^2\hbar^2}{6m}\,\frac{N^3}{L^3}
=\frac{\pi^2\hbar^2}{6m}\,n^3 .
\end{equation}
The local functional applies this expression at every point:
\begin{equation}
T_{\rm loc}[n]=\frac{\pi^2\hbar^2}{6m}\int_0^L n(x)^3\,dx
=\frac{e_1}{3}\,L^2\int_0^L n(x)^3\,dx .
\label{functional}
\end{equation}

\section{A first estimate by scaling}

With $n=N/L$ the functional gives $T_u=e_1N^3/3$. The corrections can be estimated without an exact sum or an exact density.

\paragraph{The energy missed by the uniform density.}
The exact energy is $e_1\sum_{k=1}^N k^2$. Draw each term as a strip of unit width and height $k^2$, ending at $k$. The area under the smooth curve $k^2$ from $0$ to $N$ is $N^3/3$, which is $T_u/e_1$. The strips stick out above the curve in pieces that are nearly triangles of unit width. The heights of these triangles are the successive differences $k^2-(k-1)^2$, which add up to $N^2$, so their total area is about $N^2/2$. Hence
\begin{equation}
T-T_u\approx\tfrac12N^2e_1 .
\label{est1}
\end{equation}

\paragraph{The energy recovered by the exact density.}
The exact density vanishes at the walls. The highest filled orbital has $\phi_N^2\propto\sin^2(N\pi x/L)$, which first reaches its maximum at $x=L/(2N)$. Replace the gradual rise of the density by a sudden step halfway to this point. Each wall then has an empty layer of width
\begin{equation}
w\approx\frac{L}{4N},
\end{equation}
and the particles share the remaining length $L-2w=L\,[1-1/(2N)]$ uniformly. The functional gives
\begin{align}
T_d&\approx\frac{e_1}{3}L^2\left(\frac{N}{L-2w}\right)^3(L-2w)
=\frac{e_1}{3}N^3\left(1-\frac1{2N}\right)^{-2}\nonumber\\
&\approx\frac{e_1}{3}N^3\left(1+\frac1N\right),
\end{align}
so that
\begin{equation}
T_d-T_u\approx\tfrac13N^2e_1 .
\label{est2}
\end{equation}

According to these estimates both corrections are of order $N^2$, one power below the leading term, and the exact density recovers about two thirds of the missing energy. The power of $N$ rests on the layer width being proportional to $L/N$. The fraction two thirds depends on the crude step profile and needs a proper calculation.

\section{The exact solution}

\subsection*{Exact energy and uniform density}

Equation \eqref{squares} with $K=N$ gives
\begin{equation}
T=e_1\,\frac{N(N+1)(2N+1)}{6}
=\frac{e_1}{3}\left(N^3+\frac32N^2+\frac12N\right).
\label{T}
\end{equation}
The uniform density gives
\begin{equation}
T_u=\frac{e_1}{3}L^2\left(\frac NL\right)^3L=\frac{e_1}{3}N^3 .
\label{Tu}
\end{equation}

The uniform density has a special standing: it minimizes $T_{\rm loc}$ among all densities that hold $N$ particles. To see this, write $n_0=N/L$ and verify by multiplication that
\begin{equation}
n^3-n_0^3-3n_0^2(n-n_0)=(n-n_0)^2(n+2n_0)\ \ge 0
\qquad\text{for } n\ge0 .
\end{equation}
Integrated over the box, the term linear in $n-n_0$ vanishes because both densities hold $N$ particles. What remains is $\int n^3dx\ge\int n_0^3dx$. Thus $T_u$ is the answer of Thomas--Fermi theory when it is left to find its own density, and inserting the exact density must raise the energy. This argument does not say by how much.

\subsection*{The exact density}

Let $\theta=\pi x/L$. With $2\sin^2k\theta=1-\cos2k\theta$,
\begin{equation}
L\,n(x)=\sum_{k=1}^N2\sin^2k\theta=N-\sum_{k=1}^N\cos2k\theta .
\end{equation}
It is convenient to collect the cosines in
\begin{equation}
D=\sum_{k=-N}^{N}e^{2ik\theta}=1+2\sum_{k=1}^N\cos2k\theta .
\label{D}
\end{equation}
Then $\sum_{k=1}^N\cos2k\theta=(D-1)/2$, and
\begin{equation}
L\,n(x)=M-\frac D2,\qquad M=N+\frac12 .
\label{density}
\end{equation}
A closed form follows on multiplying $D$ by $2i\sin\theta=e^{i\theta}-e^{-i\theta}$. Neighbouring terms of the sum cancel and leave $e^{i(2N+1)\theta}-e^{-i(2N+1)\theta}$, so
\begin{equation}
D=\frac{\sin\left[(2N+1)\pi x/L\right]}{\sin(\pi x/L)} .
\end{equation}
At a wall $D\to2N+1=2M$ and the density vanishes, as it must. Away from the walls the density oscillates about the level $M/L$, which lies above the mean density $N/L$. The level is raised because the particles kept away from the walls have to be somewhere else.

\subsection*{The integral of the cubed density}

Let $\langle f\rangle=\frac1L\int_0^Lf\,dx$ be the average over the box. Since $L^2\int_0^L n^3dx=\langle(Ln)^3\rangle$, we need
\begin{equation}
\left\langle\left(M-\frac D2\right)^3\right\rangle
=M^3-\frac32M^2\langle D\rangle+\frac34M\langle D^2\rangle-\frac18\langle D^3\rangle .
\label{cube}
\end{equation}
For integer $q$, the average of $e^{2\pi iqx/L}$ is $1$ if $q=0$ and $0$ otherwise. Each average of a power of $D$ therefore counts the ways in which that many integers, each between $-N$ and $N$, add up to zero.

\begin{itemize}
\item One integer: it must be $0$, so $\langle D\rangle=1$.
\item Two integers: the first is free and the second is its negative, so $\langle D^2\rangle=2N+1=2M$.
\item Three integers $a,b,c$: fix $a$. Then $c=-a-b$ must lie between $-N$ and $N$, which restricts $b$ to the range from $-N-a$ to $N-a$. This range and the range from $-N$ to $N$ have $2N+1-|a|$ integers in common. Summing over $a$,
\begin{equation}
\langle D^3\rangle=(2N+1)^2-2\sum_{a=1}^Na
=(2N+1)^2-N(N+1)=3N^2+3N+1 .
\end{equation}
\end{itemize}

In \eqref{cube} the second term is $-\frac32M^2$ and the third is $\frac34M\cdot2M=+\frac32M^2$. They cancel, and
\begin{align}
\langle(Ln)^3\rangle&=M^3-\frac{3N^2+3N+1}{8}\label{split}\\
&=N^3+\frac32N^2+\frac34N+\frac18-\frac38N^2-\frac38N-\frac18\nonumber\\
&=N^3+\frac98N^2+\frac38N .\nonumber
\end{align}
The local energy of the exact density is therefore
\begin{equation}
T_d=\frac{e_1}{3}\left(N^3+\frac98N^2+\frac38N\right).
\label{Td}
\end{equation}

\subsection*{How much of the error is removed}

Subtracting \eqref{Tu} from \eqref{T} and from \eqref{Td},
\begin{equation}
T-T_u=\frac{N(3N+1)}{6}\,e_1,\qquad
T_d-T_u=\frac{N(3N+1)}{8}\,e_1 .
\label{gaps}
\end{equation}
The polynomial in $N$ is the same in both, and the ratio is
\begin{equation}
\frac{T_d-T_u}{T-T_u}=\frac34\qquad\text{for every }N\ge1 .
\label{threequarters}
\end{equation}
One quarter of the original error remains, and $T_d$ is still below $T$.

For the errors relative to the exact energy, write $T=T_u(1+a)$ with $a=\frac{3}{2N}+\frac1{2N^2}$. Expanding $1/(1+a)=1-a+a^2-\dots$ and keeping terms up to $1/N^2$, where $a^2$ contributes $\frac9{4N^2}$,
\begin{equation}
\frac{T_u-T}{T}=-\frac{3}{2N}+\frac{7}{4N^2}+\dots
\label{relu}
\end{equation}
By \eqref{threequarters}, $T_d-T=\frac14(T_u-T)$, hence
\begin{equation}
\frac{T_d-T}{T}=-\frac{3}{8N}+\frac{7}{16N^2}+\dots
\label{reld}
\end{equation}
The exact density makes the coefficient of the leading error four times smaller. It does not change the power of $N$.

\subsection*{Where the errors come from}

The ring energy \eqref{ring} has no term in $N^2$, while the box energy \eqref{T} has one. The $N^2$ term is thus the cost of the walls. Its size becomes clear when the box grows at fixed mean density $n_0=N/L$. The bulk energy $e_1N^3/3$ grows in proportion to $L$, but
\begin{equation}
\tfrac12N^2e_1=\frac{\pi^2\hbar^2n_0^2}{4m}
\end{equation}
does not depend on $L$. It is a fixed energy for the pair of walls, equal to half the energy of the highest filled level. The uniform density carries no information about the walls and misses this energy altogether.

The error that remains with the exact density can be traced to one term by writing the exact energy in terms of $M$. Since $N=M-\frac12$, $N+1=M+\frac12$ and $2N+1=2M$,
\begin{equation}
T=\frac{e_1}{3}\,M\left(M^2-\frac14\right)=\frac{e_1}{3}\left(M^3-\frac M4\right).
\end{equation}
There is no term in $M^2$. A flat density at the raised level $M/L$ would have the local energy $e_1M^3/3$, which reproduces $T$ through order $N^2$. Such a density holds $N+\frac12$ particles, half a particle too many, so it serves as a reference and not as an allowed density of the system. The true density departs from this level, and by \eqref{split} the functional lowers the energy by $\frac{e_1}{3}\cdot\frac38N^2$ at leading order for that departure. The exact energy contains no such reduction at this order. That is the leading error of $T_d$: the density is correct, but the local rule assigns the wrong energy to its structure.

\section{Comparison of the estimate and the exact solution}

The estimates \eqref{est1} and \eqref{est2} gave the correct power of $N$ for both corrections. The strip argument also gave the correct coefficient $\frac12$ for the missing energy. The step profile gave $\frac13$ for the recovered energy, whereas \eqref{gaps} gives $\frac38$ at leading order. The recovered fraction was accordingly estimated as $\frac23$ instead of $\frac34$. The step profile does raise the interior density correctly, since $N/[1-1/(2N)]\approx N+\frac12=M$. Its fault is the flat shape. In the step profile $n$ is either $0$ or about $M/L$, so that $n^3=(M/L)^2n$ everywhere. For the real density, with the same number of particles, $n^3-(M/L)^2n$ is negative where $n$ lies below $M/L$, as in the gradual rise at the walls, and positive where $n$ overshoots $M/L$. The two effects compete, and the exact result shows that the overshoot wins: from $\langle(Ln)^3\rangle=N^3+\frac98N^2+\frac38N$ and $M^2N=N^3+N^2+\frac14N$, the average of $(Ln)^3-M^2Ln$ is $N(N+1)/8$, which is positive. At leading order in large $N$, the average of $(Ln)^3$ therefore exceeds that of the step by $N^2/8$.

\subsection*{Ten particles}

For $N=10$ the formulas give
\begin{align}
T&=\frac{10\cdot11\cdot21}{6}\,e_1=385\,e_1,\nonumber\\
T_u&=\frac{1000}{3}\,e_1=333.33\,e_1,\nonumber\\
T_d&=\frac{1000+112.5+3.75}{3}\,e_1=372.08\,e_1 .\nonumber
\end{align}
The uniform density misses $51.67\,e_1$, for which the estimate was $\frac12\cdot100\,e_1=50\,e_1$. The exact density recovers $38.75\,e_1$, for which the estimate was $33.3\,e_1$. The remaining error is $12.92\,e_1$.

The density itself shows the structure behind these numbers. In units of $1/L$ it is $0.74$ at $x=0.01L$, $2.79$ at $0.02L$ and $11.00$ at $0.05L$. The estimated step at $w=L/40=0.025L$ lies within this rise. Farther inside, the density is $11.00$ at $x=0.25L$ and $10.00$ at $x=0.50L$, on either side of the level $M=10.5$. A flat density at that level would have the local energy $385.88\,e_1$, close to the exact $385\,e_1$. The departure from it contributes $-13.79\,e_1$ and leads to $T_d$.

To attach a scale, let the particles be electrons, all with the same spin and with their repulsion neglected, in a box of length $2.0$~nm. Then $e_1\approx0.094$~eV, and the three energies are about $36$~eV for $T$, $31$~eV for $T_u$ and $35$~eV for $T_d$. These figures only convert units and do not describe a real structure. The neglected repulsion is not small: two electrons at the mean spacing $L/N=0.2$~nm have an unscreened Coulomb energy of about $7$~eV, twice the mean kinetic energy per particle of $3.6$~eV. The highest filled level lies at $100\,e_1\approx9.4$~eV, so the walls would have to be much higher than that to count as impenetrable.

\subsection*{Dependence on the number of particles}

The table gives the errors relative to $T$, in percent, next to the leading terms of \eqref{relu} and \eqref{reld}.

\begin{center}
\begin{tabular}{rrrrr}
$N$ & $T_u$ & $-3/(2N)$ & $T_d$ & $-3/(8N)$\\
\hline
1 & $-66.7$ & $-150.0$ & $-16.7$ & $-37.5$\\
5 & $-24.2$ & $-30.0$ & $-6.06$ & $-7.50$\\
10 & $-13.4$ & $-15.0$ & $-3.35$ & $-3.75$\\
20 & $-7.08$ & $-7.50$ & $-1.77$ & $-1.88$\\
100 & $-1.48$ & $-1.50$ & $-0.37$ & $-0.38$
\end{tabular}
\end{center}

At $N=100$ the leading terms differ from the actual errors by only about one percent of those errors. At $N=1$ they fail badly, because the expansion parameter $a$ in \eqref{relu} is then $2$. The closed formulas still hold: the three energies are $T=e_1$, $T_u=\frac13e_1$ and $T_d=\frac56e_1$, and the recovered part is $\frac12e_1$ out of $\frac23e_1$, again three quarters.

The fraction $\frac34$ was derived for hard walls, a flat bottom and fermions without interaction or spin. The derivation uses the sine orbitals throughout, so the number should not be carried over to other potentials without a new calculation. The numerical check checks the energies, the density and the integer counts numerically.

\section*{Table of computed values}
\begin{verbatim}
number of fermions N = 10
exact kinetic energy T = 385.0000 e1
local energy, uniform density T_u = 333.3333 e1
local energy, exact density T_d = 372.0833 e1
missing with uniform density T - T_u = 51.6667 e1
recovered by exact density T_d - T_u = 38.7500 e1
still missing T - T_d = 12.9167 e1
recovered fraction = 0.750000
grid diagonalization: T = 384.9948 e1, T_d = 372.0833 e1
flat density at level M = 10.5: local energy 385.8750 e1
departure from that level: -13.7917 e1
ring, N = 11, grid diagonalization: 439.839 e1
ring, N = 11, (N^3 - N)/3 = 440.000 e1
ring, N = 11, local energy N^3/3 = 443.667 e1
exact density for N = 10 (x in L, n in 1/L):
  x = 0.01  n = 0.7437
  x = 0.02  n = 2.7872
  x = 0.05  n = 11.0000
  x = 0.07  n = 12.7819
  x = 0.10  n = 10.0000
  x = 0.25  n = 11.0000
  x = 0.50  n = 10.0000
relative errors in percent: uniform, exact density;
then leading terms -3/(2N), -3/(8N):
  N =   1    -66.667   -16.667   -150.000   -37.500
  N =   2    -46.667   -11.667    -75.000   -18.750
  N =   5    -24.242    -6.061    -30.000    -7.500
  N =  10    -13.420    -3.355    -15.000    -3.750
  N =  20     -7.085    -1.771     -7.500    -1.875
  N =  50     -2.931    -0.733     -3.000    -0.750
  N = 100     -1.483    -0.371     -1.500    -0.375
N = 1: T = 1.0000, T_u = 0.3333, T_d = 0.8333 e1
second-order coefficients from N = 400: 1.7453 (uniform), 0.4363 (exact density)
electrons, box length 2.0 nm: e1 = 0.09401 eV
T = 36.193 eV
T_u = 31.336 eV
T_d = 34.979 eV
\end{verbatim}
